**Average thermodynamic factor of a narrow A–B compound**

For mole fraction $x$ of B, field width $\Delta x$ and rise $\Delta\mu$ of the chemical potential of B, the composition average of $\Phi=(x/RT)\,d\mu_B/dx$ is close to $x\Delta\mu/(RT\Delta x)$, which is about 1200 for the data given. The program asserts symbolically that both components have the same factor for an arbitrary Gibbs energy $g(x)$. It then minimizes the free energy of a two-sublattice antisite model at fixed composition, obtains the potentials by finite differences, and asserts that the averages found by quadrature lie within the derived bounds. The local factors and the defect constant $K=\exp(-\varepsilon/RT)$, with $\varepsilon$ the antisite energy, are compared with the dilute closed forms. A finite-volume solution of steady diffusion with a uniform tracer coefficient $D^*$, using the dilute form of $\Phi$, gives an integrated interdiffusion coefficient of about $1.20\,D^*$ for two widths that differ tenfold. The output shows that moving stoichiometry from the centre to the edge of the field raises the peak factor from 2746 to 15354, while the average changes only from 1202.7 to 1203.2. It also shows that a tracer coefficient proportional to the antisite fraction raises the integral by a factor of 2.28 over a uniform one equal to its value at stoichiometry.

## Program and output

```python
"""Average thermodynamic factor of a narrow compound A-B near x = 0.5.

Result under test: the composition average of Phi = (x/RT) d(mu_B)/dx over a
phase field of width dx and potential span dmu lies between
x_low*dmu/(RT*dx) and x_high*dmu/(RT*dx), whatever the shape of mu_B(x).

x      mole fraction of B;  delta = x - 1/2
mu_B   chemical potential of B;  mu_A that of A (in units of RT in the code)
g      molar Gibbs energy per mole of atoms, in units of RT
K      exp(-antisite energy / RT) in a two-sublattice model without vacancies
U      dmu/RT;  D* tracer diffusion coefficient, equal for A and B
"""
import numpy as np
import sympy as sp
from scipy.constants import R, e, N_A
from scipy.optimize import minimize_scalar, brentq, fsolve

temperature = 1000.0      # K
span = 20.0e3             # J/mol
width = 0.001             # mole fraction
centre = 0.5
RT = R * temperature
U = span / RT


def simple_average(x, dx, T):
    return x * span / (R * T * dx)


# Both components have the same thermodynamic factor, for arbitrary g(x).
xs = sp.symbols("x", positive=True)
gs = sp.Function("g")(xs)
mu_b_sym = gs + (1 - xs) * sp.diff(gs, xs)
mu_a_sym = gs - xs * sp.diff(gs, xs)
phi_b_sym = xs * sp.diff(mu_b_sym, xs)
phi_a_sym = -(1 - xs) * sp.diff(mu_a_sym, xs)
assert sp.simplify(phi_b_sym - phi_a_sym) == 0
assert sp.simplify(phi_b_sym - xs * (1 - xs) * sp.diff(gs, xs, 2)) == 0


# Antisite model: free energy minimized at fixed composition.
def entropy_term(y):
    return y * np.log(y) + (1 - y) * np.log1p(-y)


def equilibrium(delta, K):
    """Return g and the sum of the antisite fractions on both sublattices."""
    excess = 2 * abs(delta)
    energy = -np.log(K)

    def free_energy(log_minor):
        minor = np.exp(log_minor)
        major = minor + excess
        return 0.5 * (energy * (minor + major)
                      + entropy_term(minor) + entropy_term(major))

    best = minimize_scalar(free_energy, method="bounded",
                           bounds=(np.log(K) - 10, np.log(K) + 2),
                           options={"xatol": 1e-10})
    return best.fun, 2 * np.exp(best.x) + excess


def potentials(delta, K):
    """Tangent intercepts mu_A, mu_B in units of RT."""
    h = K / 100
    up, down = equilibrium(delta + h, K)[0], equilibrium(delta - h, K)[0]
    slope = (up - down) / (2 * h)
    g = equilibrium(delta, K)[0]
    x = 0.5 + delta
    return g - x * slope, g + (1 - x) * slope


def local_factor(delta, K):
    """Thermodynamic factor from its definition, by differences of mu_B."""
    h = K / 100
    rise = potentials(delta + h, K)[1] - potentials(delta - h, K)[1]
    return (0.5 + delta) * rise / (2 * h)


def dilute_factor(delta, K):
    return 0.25 / np.sqrt(K**2 + delta**2)


def fit_K(low, high):
    """Find K such that mu_B spans the given value across the field."""
    def mismatch(log_K):
        K = np.exp(log_K)
        return potentials(high, K)[1] - potentials(low, K)[1] - U
    return np.exp(brentq(mismatch, -14, -7, xtol=1e-9))


nodes, weights = np.polynomial.legendre.leggauss(40)


def numerical_average(low, high, K):
    deltas = 0.5 * (low + high) + 0.5 * (high - low) * nodes
    values = np.array([local_factor(d, K) for d in deltas])
    return deltas, values, 0.5 * np.sum(weights * values)


half = width / 2
K_mid = fit_K(-half, half)
K_edge = fit_K(0.0, width)
# Corrections to the dilute limit are of the order of the antisite fraction.
assert abs(K_mid * np.sinh(U) / half - 1) < 4e-3
assert abs(K_edge * np.sinh(2 * U) / width - 1) < 6e-3

deltas, factors, avg_mid = numerical_average(-half, half, K_mid)
_, _, avg_edge = numerical_average(0.0, width, K_edge)
for low, high, average in ((-half, half, avg_mid), (0.0, width, avg_edge)):
    lower = simple_average(0.5 + low, width, temperature)
    upper = simple_average(0.5 + high, width, temperature)
    assert lower < average < upper
    log_average = U / np.log((0.5 + high) / (0.5 + low))
    assert lower < log_average < upper
log_mid = U / np.log((0.5 + half) / (0.5 - half))

peak_mid, rim_mid = local_factor(0.0, K_mid), local_factor(half, K_mid)
peak_edge, rim_edge = local_factor(0.0, K_edge), local_factor(width, K_edge)
for d, K, value in ((0.0, K_mid, peak_mid), (half, K_mid, rim_mid),
                    (0.0, K_edge, peak_edge), (width, K_edge, rim_edge)):
    assert abs(value / dilute_factor(d, K) - 1) < 5e-3
assert abs(peak_mid / rim_mid / np.cosh(U) - 1) < 5e-3

mu_a_low, mu_b_low = potentials(-half, K_mid)
mu_a_high, mu_b_high = potentials(half, K_mid)
span_a = (mu_a_high - mu_a_low) * RT
span_exchange = (mu_b_high - mu_b_low) * RT - span_a
assert abs(span_a / span + 1) < 3e-3


# Steady diffusion through a layer of unit thickness, D = D* Phi, D* = 1.
def steady_layer(dx, cells=80):
    w = dx / 2
    K = w / np.sinh(U)

    def fluxes(inner):
        d = w * np.concatenate(([-1.0], inner, [1.0]))
        return dilute_factor(0.5 * (d[1:] + d[:-1]), K) * np.diff(d) * cells

    start = np.linspace(-1, 1, cells + 1)[1:-1]
    inner, _, flag, _ = fsolve(lambda s: np.diff(fluxes(s)), start,
                               full_output=True)
    assert flag == 1
    flux = fluxes(inner)
    assert np.ptp(flux) < 1e-6 * flux.mean()
    return flux.mean(), w * np.concatenate(([-1.0], inner, [1.0])), K


flux_wide, profile, K_layer = steady_layer(width)
flux_narrow, _, _ = steady_layer(width / 10)
assert abs(flux_wide / (centre * U) - 1) < 2e-3
assert abs(flux_narrow / (centre * U) - 1) < 2e-3
depth = np.linspace(0, 1, len(profile))
reduced = np.arcsinh(profile / K_layer)
nonlinearity = np.max(np.abs(reduced - U * (2 * depth - 1))) / (2 * U)
assert nonlinearity < 2e-3
layer_phi = dilute_factor(profile, K_layer)
depth_avg = np.sum(0.5 * (layer_phi[1:] + layer_phi[:-1]) * np.diff(depth))
depth_formula = 2 * np.arctan(np.tanh(U / 2)) / U / (4 * K_layer)
assert abs(depth_avg / depth_formula - 1) < 2e-3

# Tracer coefficient proportional to the total antisite fraction.
defects = np.array([equilibrium(d, K_mid)[1] for d in deltas])
relative_D = defects / equilibrium(0.0, K_mid)[1]
products = relative_D * factors
assert np.ptp(products) / products.mean() < 5e-3
integral_defect = half * np.sum(weights * products)
enhancement = integral_defect / (avg_mid * width)
assert abs(enhancement / (np.sinh(U) / U) - 1) < 5e-3

main = simple_average(centre, width, temperature)
print(f"Temperature: {temperature:.0f} K")
print(f"Width of phase field: {width:.4f} mole fraction")
print(f"Span of mu_B: {span/1e3:.1f} kJ/mol")
print(f"Span of mu_B: {span/(N_A*e):.4f} eV per atom")
print(f"RT: {RT/1e3:.4f} kJ/mol")
print(f"U = span/RT: {U:.4f} (no unit)")
print(f"Average factor, x*span/(RT*width): {main:.1f} (no unit)")
print(f"Lower bound: {simple_average(0.5-half, width, temperature):.1f}")
print(f"Upper bound: {simple_average(0.5+half, width, temperature):.1f}")
print(f"Logarithmic average: {log_mid:.1f}")
print(f"Ideal-solution span over same width: {RT*width/centre:.2f} J/mol")
print("-- antisite model, stoichiometry at centre of field --")
print(f"K: {K_mid:.3e} (no unit)")
print(f"Antisite energy: {-RT*np.log(K_mid)/1e3:.1f} kJ/mol")
print(f"Antisite energy: {-RT*np.log(K_mid)/(N_A*e):.3f} eV")
print(f"Span of mu_A: {span_a/1e3:.2f} kJ/mol")
print(f"Span of mu_B - mu_A: {span_exchange/1e3:.2f} kJ/mol")
print(f"Peak factor: {peak_mid:.0f}")
print(f"Edge factor: {rim_mid:.0f}")
print(f"Average by quadrature: {avg_mid:.1f}")
print("-- antisite model, stoichiometry at A-rich edge --")
print(f"K: {K_edge:.3e} (no unit)")
print(f"Peak factor: {peak_edge:.0f}")
print(f"B-rich edge factor: {rim_edge:.0f}")
print(f"Average by quadrature: {avg_edge:.1f}")
print("-- steady layer, stoichiometry at centre --")
print(f"Integral of D dx, uniform D*, formula: {centre*U:.4f} D*")
print(f"Same, finite volumes, width {width:.4f}: {flux_wide:.4f} D*")
print(f"Same, finite volumes, width {width/10:.4f}: {flux_narrow:.4f} D*")
print(f"Largest departure from linear potential: {nonlinearity:.1e} of span")
print(f"Depth average of factor: {depth_avg:.0f}")
print(f"Integral if D* follows antisites: {integral_defect:.3f} D*(stoich.)")
print(f"Enhancement over uniform D*: {enhancement:.3f}")
print("-- sensitivity of the average factor --")
for trial in (0.0008, 0.0012):
    print(f"Width {trial:.4f}: {simple_average(centre, trial, temperature):.0f}")
print(f"Centre at x = 0.49: {simple_average(0.49, width, temperature):.0f}")
print(f"Temperature 1010 K, same span: {simple_average(centre, width, 1010):.0f}")
print("all assertions hold")
```

Output:

```
Temperature: 1000 K
Width of phase field: 0.0010 mole fraction
Span of mu_B: 20.0 kJ/mol
Span of mu_B: 0.2073 eV per atom
RT: 8.3145 kJ/mol
U = span/RT: 2.4054 (no unit)
Average factor, x*span/(RT*width): 1202.7 (no unit)
Lower bound: 1201.5
Upper bound: 1203.9
Logarithmic average: 1202.7
Ideal-solution span over same width: 16.63 J/mol
-- antisite model, stoichiometry at centre of field --
K: 9.106e-05 (no unit)
Antisite energy: 77.4 kJ/mol
Antisite energy: 0.802 eV
Span of mu_A: -20.00 kJ/mol
Span of mu_B - mu_A: 40.00 kJ/mol
Peak factor: 2746
Edge factor: 492
Average by quadrature: 1202.7
-- antisite model, stoichiometry at A-rich edge --
K: 1.628e-05 (no unit)
Peak factor: 15354
B-rich edge factor: 250
Average by quadrature: 1203.2
-- steady layer, stoichiometry at centre --
Integral of D dx, uniform D*, formula: 1.2027 D*
Same, finite volumes, width 0.0010: 1.2026 D*
Same, finite volumes, width 0.0001: 1.2026 D*
Largest departure from linear potential: 3.3e-05 of span
Depth average of factor: 1589
Integral if D* follows antisites: 2.747 D*(stoich.)
Enhancement over uniform D*: 2.284
-- sensitivity of the average factor --
Width 0.0008: 1503
Width 0.0012: 1002
Centre at x = 0.49: 1179
Temperature 1010 K, same span: 1191
all assertions hold
```
